\section*{Permittivity fall forced by a constant loss tangent}

\section*{The problem}

A film used as an interlayer dielectric has real permittivity $k=2.5$ at 1 MHz. Its loss tangent is 0.01 at every frequency from 1 kHz to 1 GHz. Nothing else is known about its losses. The question is whether $k$ can also be constant in that band and, if not, how much it must change.

Fields vary as $e^{-i\omega t}$. The relative permittivity is $\varepsilon=\varepsilon'+i\varepsilon''=|\varepsilon|e^{i\delta}$, with $k=\varepsilon'$ and $\tan\delta=\varepsilon''/\varepsilon'$. The loss $\varepsilon''$ includes any dc conduction. The medium is linear, local, time-invariant, causal and passive, and $\varepsilon-1$ vanishes at infinite frequency at least as fast as $1/|\omega|$. On the real axis $\varepsilon$ is taken to be continuous and non-zero, except for a possible conduction pole at $\omega=0$.

\section*{Part (a): the phase of a passive permittivity}

\textbf{Question.} Show that $\varepsilon$ has no zeros in the upper half of the complex frequency plane, and find the range of $\delta$ for $\omega>0$.

\textbf{Answer.} The polarization at time $t$ depends on earlier fields only, so
\[
\varepsilon(\omega)=1+\int_0^\infty \chi(s)\,e^{i\omega s}\,ds .
\]
For $\mathrm{Im}\,\omega>0$ the exponential decays and $\varepsilon$ is analytic. Since $\chi$ is real, $\varepsilon(-\omega^*)=\varepsilon(\omega)^*$; on the real axis $\varepsilon'$ is therefore even and $\varepsilon''$ odd.

First leave out conduction and put $f=\varepsilon-1$. For $z$ in the upper half-plane, close the real axis with a large upper arc, which contributes nothing because $f$ decays. Cauchy's theorem gives
\[
f(z)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{f(x)}{x-z}\,dx,\qquad
0=\int_{-\infty}^{\infty}\frac{f(x)}{x-z^*}\,dx ,
\]
the second because $z^*$ lies outside the contour. Conjugating the second equation gives $0=\int f^*(x)/(x-z)\,dx$. Subtract this, divided by $2\pi i$, from the first and use $f-f^*=2i\varepsilon''$:
\[
f(z)=\frac1\pi\int_{-\infty}^{\infty}\frac{\varepsilon''(x)}{x-z}\,dx
=\frac1\pi\int_0^\infty\varepsilon''(x)\left[\frac1{x-z}+\frac1{x+z}\right]dx .
\]
The last form folds negative $x$ onto positive $x$ with $\varepsilon''(-x)=-\varepsilon''(x)$. Hence
\begin{equation}
\varepsilon(z)=1+\frac2\pi\int_0^\infty\frac{x\,\varepsilon''(x)}{x^2-z^2}\,dx .
\label{rep}
\end{equation}
A conductivity $\sigma$ adds $i\sigma/(\varepsilon_0 z)$ to $\varepsilon$. The same formula covers it: it adds $\sigma/(\varepsilon_0x)$ to $\varepsilon''(x)$, and $\int_0^\infty dx/(x^2-z^2)=i\pi/(2z)$, so the right side gains the same $i\sigma/(\varepsilon_0z)$. Equation (\ref{rep}) therefore holds with the total loss.

The mean absorbed power density is $\tfrac12\omega\varepsilon_0\varepsilon''|E|^2$, so passivity means $x\varepsilon''(x)\ge0$. Now
\[
\mathrm{Im}\,\frac1{x^2-z^2}=\frac{\mathrm{Im}\,z^2}{|x^2-z^2|^2},\qquad
\mathrm{Im}\,z^2=2\,\mathrm{Re}\,z\,\mathrm{Im}\,z .
\]
In the open first quadrant this is positive, so $\mathrm{Im}\,\varepsilon>0$ for any medium with some loss. At $z=iy$ the denominator is $x^2+y^2$, so $\varepsilon$ is real and at least 1. The second quadrant follows by conjugation. There are no zeros, and $\ln\varepsilon$ is analytic if it is chosen real on the imaginary axis. Its imaginary part lies between 0 and $\pi$ in the first quadrant, so by continuity
\[
0\le\delta(\omega)\le\pi\qquad(\omega>0).
\]
Phases above $\pi/2$ occur where $\varepsilon'<0$, for example just above a strong resonance.

\section*{Part (b): modulus from phase}

\textbf{Question.} Express $\ln|\varepsilon(\omega)|$ through the phase at all frequencies.

\textbf{Answer.} Integrate $\ln\varepsilon(x)/(x-\omega)$ along the real axis and back along a large upper arc. The large arc vanishes, because $\ln\varepsilon\to0$. A conduction pole makes $\ln\varepsilon$ grow only as $|\ln x|$ near the origin, and a small arc of radius $r$ there contributes at most of order $r|\ln r|\to0$. The small clockwise semicircle above $x=\omega$ contributes $-i\pi\ln\varepsilon(\omega)$. Since nothing is enclosed,
\[
P\!\int_{-\infty}^{\infty}\frac{\ln|\varepsilon(x)|+i\delta(x)}{x-\omega}\,dx
=i\pi\ln|\varepsilon(\omega)|-\pi\delta(\omega).
\]
Take imaginary parts and fold the integral as before, $\delta$ being odd:
\begin{equation}
\ln|\varepsilon(\omega)|=\frac2\pi\,P\!\int_0^\infty\frac{x\,\delta(x)}{x^2-\omega^2}\,dx .
\label{bode}
\end{equation}

This relation was tested on
\[
\varepsilon=1+\frac{0.3i}{w}+\frac{0.8}{1-iw/0.05}+\frac{1.2}{1-w^2-0.1iw},
\]
with $w$ a dimensionless frequency. The phase of this model reaches 2.58 rad. At $w=0.03$, 0.7, 1.2 and 3, the integral over the phase and the direct logarithm differ by less than $10^{-15}$.

\section*{Part (c): a band of constant phase}

\textbf{Question.} Let $\delta=\delta_0$ for $\omega_1<\omega<\omega_2$, and let $a<b$ be two frequencies inside this band. Find the change of $\ln|\varepsilon|$ from $a$ to $b$, and bound the effect of the unknown phase outside the band.

\textbf{Answer.} Write (\ref{bode}) at $a$ and at $b$ and subtract:
\[
\ln\frac{|\varepsilon(a)|}{|\varepsilon(b)|}=\frac2\pi\,P\!\int_0^\infty\delta(x)K(x)\,dx,
\]
\[
K=\frac{x}{x^2-a^2}-\frac{x}{x^2-b^2}=\frac{x\,(a^2-b^2)}{(x^2-a^2)(x^2-b^2)} .
\]
An antiderivative of $K$ is
\[
G(x)=\frac12\ln\left|\frac{x^2-a^2}{x^2-b^2}\right| .
\]
At $x=a\pm\eta$ the values of $|x^2-a^2|$ are $2a\eta\pm\eta^2$. Their ratio tends to 1, so the principal value leaves no remainder at $a$; the same holds at $b$. With $G(\infty)=0$ and $G(0)=\ln(a/b)$,
\[
P\!\int_0^\infty K\,dx=\ln\frac ba .
\]
Now write $\delta(x)=\delta_0+[\delta(x)-\delta_0]$. The bracket vanishes inside the band, so
\begin{equation}
\ln\frac{|\varepsilon(a)|}{|\varepsilon(b)|}=\frac{2\delta_0}{\pi}\ln\frac ba
+\frac2\pi\int_{\rm outside}[\delta(x)-\delta_0]\,K(x)\,dx .
\label{split}
\end{equation}
For $x<a$ and for $x>b$ the denominator of $K$ is positive and its numerator negative. Hence $K<0$ everywhere outside the band. Its total weight there is
\begin{align*}
J&=\int_{\rm outside}|K|\,dx=[G(0)-G(\omega_1)]+[G(\omega_2)-G(\infty)]\\
&=\frac12\ln\frac{1-\omega_1^2/b^2}{1-\omega_1^2/a^2}
+\frac12\ln\frac{1-a^2/\omega_2^2}{1-b^2/\omega_2^2}.
\end{align*}
By part (a), $-\delta_0\le\delta(x)-\delta_0\le\pi-\delta_0$. Since $K=-|K|$ outside,
\begin{equation}
-\frac2\pi(\pi-\delta_0)J\;\le\;\ln\frac{|\varepsilon(a)|}{|\varepsilon(b)|}-\frac{2\delta_0}\pi\ln\frac ba\;\le\;\frac2\pi\,\delta_0J .
\label{bound}
\end{equation}
A phase outside the band larger than $\delta_0$ reduces the fall, and a smaller one increases it. The limits need no knowledge of the outside losses.

When $J$ is negligible, $|\varepsilon|\propto\omega^{-2\delta_0/\pi}$. This law cannot hold up to infinite frequency, since it would take $\varepsilon$ to 0 instead of 1. A band of constant loss tangent must end.

\section*{Part (d): the film}

\textbf{Question.} Find the fall of $k$ over the decade centred on 1 MHz, with strict limits, and give its small-loss form.

\textbf{Answer.} Because $\varepsilon'=|\varepsilon|\cos\delta_0$ with constant $\delta_0$, $k$ falls by the same factor as $|\varepsilon|$. The phase is $\delta_0=\arctan 0.01=0.0099997$ rad, so $2\delta_0/\pi=0.006366$. Per decade,
\[
D=\frac{2\delta_0}\pi\ln10=0.006366\times2.302585=0.014658 .
\]
The decade runs from 0.316 to 3.16 MHz. Its lower end has $k=2.5\,e^{D/2}$ and its upper end $k=2.5\,e^{-D/2}$, so
\[
\Delta k=2.5\left(e^{D/2}-e^{-D/2}\right)=5\sinh(0.007329)=0.03665\approx0.037 .
\]
Well inside the band the factor per decade is nearly constant, but the difference is not. It is 0.0364 for the decade that starts at $k=2.5$ and 0.0369 for the one that ends there.

For the limits, note that $a$ and $b$ are 2.5 decades from the nearer band edges. In units of the centre frequency, $a^2=0.1$, $b^2=10$, $\omega_1^2=10^{-6}$ and $\omega_2^2=10^6$. To first order in the small ratios,
\[
J\approx\tfrac12\left[10^{-6}(10-0.1)+10^{-6}(10-0.1)\right]=9.9\times10^{-6}.
\]
Let $D_1$ and $D_2$ be the true logarithmic falls in the lower and upper half-decades. Then $\Delta k=2.5(e^{D_1}-e^{-D_2})$, which increases with both. Inserting the limits (\ref{bound}) for each half gives, with both ends rounded outward,
\[
0.03659\le\Delta k\le0.03665 .
\]
No passive, causal arrangement of losses outside the band can take the fall out of this interval.

For small loss, $\delta_0\approx\tan\delta_0$ and $2\sinh(D/2)\approx D$, so
\[
\Delta k\approx\frac2\pi\,k\tan\delta_0\,\ln10=\frac2\pi\,\varepsilon''\ln10
=\frac2\pi\times0.025\times2.3026=0.03665 .
\]
In a relaxing dielectric this has a direct reading: in each decade some polarization becomes too slow to follow the field. Its lag appears as loss, and its disappearance lowers $k$.

The result was also tested on two explicit causal materials, each built from Debye relaxations and, where the fit called for it, an electronic oscillator at 10 eV, all of non-negative strength. In the first material the fit gave the oscillator zero strength, and relaxations above the band take its place. The strengths were fitted to a flat loss tangent of 0.01 in the band and to $k=2.5$ at 1 MHz; the fall was not imposed. The second material was also given a conduction loss $\varepsilon''=0.003$ at 1 kHz and a Debye term of strength 0.3 at 100 GHz. Both have a loss tangent flat to about one part in $10^5$ in the band, and in both $k$ goes from 2.51839 to 2.48174, a fall of 0.03665. Outside the band they differ: at 1 Hz their loss tangents are 0.44 and 1.11. The first, labelled ``quiet'' in the numerical output, is not free of outside loss, because the fit placed relaxations there. At 100 GHz it is even the lossier of the two, with 0.15 against 0.10.

\section*{Part (e): how wide is wide enough?}

\textbf{Question.} Examine the guaranteed fall when the band extends by fewer decades beyond each end of the measured decade. Does a loss that is flat at a single frequency suffice?

\textbf{Answer.} The lower limit in (\ref{bound}), divided by the ideal $D$ and rounded down, is as follows.
\begin{center}
\begin{tabular}{cc}
margin on each side (decades) & guaranteed fall$/D$\\
1.0 & $-0.354$\\
1.5 & 0.865\\
2.0 & 0.986\\
2.5 & 0.998
\end{tabular}
\end{center}
With one decade of margin the bound guarantees no fall at all. This does not show that the fall is absent. The bound is also not sharp, because it does not use the known value $k=2.5$, which through (\ref{bode}) limits how much phase can lie above the band. With that value imposed, the extreme case has phase $\pi$ below the band and phase $\pi$ from $\omega_2$ to about $1.6\,\omega_2$, and it gives $-0.08\,D$, a slight rise. If the phase below the band is at most $\pi/2$ (no negative $\varepsilon'$ there), the extreme case gives $+0.26\,D$. Either way, the size of the fall then depends on the outside losses, which must be known. With two decades of margin, a band of five decades in all, the ideal value is secure to 1.4\%.

Flatness at one frequency is not enough. Take a single Debye relaxation, $\varepsilon=\varepsilon_h+\Delta/(1-i\omega\tau)$, with constant $\varepsilon_h$ and $u=\ln\omega\tau$. Then
\[
\varepsilon'=\varepsilon_h+\frac{\Delta}{1+e^{2u}},\qquad
\varepsilon''=\frac{\Delta\,e^u}{1+e^{2u}},\qquad
\frac{d\varepsilon'}{du}=-\frac{2\Delta\,e^{2u}}{(1+e^{2u})^2}.
\]
At the loss peak, $u=0$, $\varepsilon''$ is stationary and equals $\Delta/2$, while $d\varepsilon'/du=-\Delta/2=-\varepsilon''$. A broad flat loss would give $-(2/\pi)\varepsilon''$. The slope at the peak is steeper by $\pi/2=1.571$.

\section*{Part (f): measuring the fall}

\textbf{Question.} The film is 500 nm thick under a square electrode of side 100 $\mu$m, with 10 $\Omega$ in series. Estimate which effects could hide or imitate the fall.

\textbf{Answer.} \emph{Series resistance.} Neglecting fringing fields, $C=\varepsilon_0kA/d=0.443$ pF. For a lossless capacitor in series with $R$, the impedance is $R+i/(\omega C)$, so the apparent loss tangent is $\omega RC$. This is $2.8\times10^{-5}$ at 1 MHz but 0.028 at 1 GHz, nearly three times the film's own 0.01. The top of the band cannot be judged flat until this resistance is removed from the data.

\emph{Water.} A water sphere of permittivity $k_w=80$ (rough, bulk liquid) and unit radius, in unit applied field, has potential $-Ar\cos\theta$ inside and $(-r+B/r^2)\cos\theta$ outside. Continuity of potential gives $A=1-B$, and continuity of normal displacement gives $k_wA=k(1+2B)$. Eliminating $B$,
\[
A=\frac{3k}{k_w+2k}=\frac{7.5}{85}=0.088 .
\]
A small volume fraction $\phi$ of such spheres adds $\phi(k_w-k)A$ to $k$. For $\phi=0.001$ this is 0.0068, and $\phi=0.0054$ matches the whole fall. Uptake during the sweep is therefore a serious error. These figures are for water that replaces average film material; water that fills empty pores adds more, roughly 0.009 to 0.012 for $\phi=0.001$ in the Maxwell Garnett and Bruggeman models with porosities of 0.1 to 0.5. The figure depends on the mixing rule: the Looyenga rule gives 0.018, and the Clausius--Mossotti rule gives 0.0065 (against 0.004 for replacement in that same rule). Water in narrow pores need not respond like the bulk liquid, so this is an estimate of size.

\emph{Temperature.} Let $(k-1)/(k+2)$ be proportional to the density $N$, with fixed molecular polarizability. Differentiation gives $3\,dk/(k+2)^2=[(k-1)/(k+2)]\,dN/N$, or
\[
dk=\frac{(k-1)(k+2)}3\,\frac{dN}N=2.25\,\frac{dN}N .
\]
For a linear expansion of $2\times10^{-5}$ K$^{-1}$ (rough) and 10 K of warming, $dN/N=-6\times10^{-4}$ and $dk=-0.00135$, about 4\% of the fall. This is the density effect alone, for a film free to expand in all directions. A film held in its plane by a rigid substrate changes density less, but its change of thickness also alters the measured capacitance. If the relaxations behind the loss are thermally activated, with attempt time $\tau_0$ and fixed strengths, warming also speeds them up and raises $k$ by about $(2/\pi)\,\varepsilon''\ln(1/\omega\tau_0)\,\Delta T/T$. For $\tau_0=10^{-13}$ s (rough), 300 K and 10 K of warming this is 0.008 at 1 MHz, a fifth of the fall; it is less if the strengths decrease with temperature. The temperature should therefore be held steady during the sweep.

\emph{Leakage and field.} A resistivity of $10^{12}$ $\Omega$\,m adds a loss tangent of only $7\times10^{-6}$ at 1 kHz. A test voltage of 0.1 V gives 0.002 MV/cm, far below breakdown fields of roughly several MV/cm, which supports the assumption of linearity.

\emph{The real case.} A permittivity near 2.5 is roughly typical of porous organosilicate interlayer films. The loss tangent 0.01 is a round value; it depends strongly on moisture and process damage, and a dry, well-cured film may have much less, with a fall smaller in proportion. In a real film the loss tangent need not be constant, and its level must be measured. If its level throughout the band were uncertain by 0.002, the fall would be uncertain by 0.0073, a far larger margin than the strict limits of part (d). For wiring whose capacitance is proportional to $k$, the ideal fall lowers the capacitance by about 1.5\% per decade of frequency.

\section*{Computed results}
\begin{verbatim}
k at centre: 2.5; loss tangent: 0.01
band: 1e+03 to 1e+09 Hz; centre 1e+06 Hz
decade: 3.1623e+05 to 3.1623e+06 Hz
phase delta: 0.0099997 rad
power-law exponent 2 delta/pi: 0.006366
logarithmic fall D per decade: 0.014658
fall of k per decade, centred: 0.03665
small-loss formula: 0.03665
fall in the decade above k=2.5: 0.03638
fall in the decade below k=2.5: 0.03692
outside weight J: 9.900e-06
strict limits on fall: 0.03660 to 0.03665
margin 1.0 decades: least D / ideal D = -0.3533
margin 1.5 decades: least D / ideal D = 0.8653
margin 2.0 decades: least D / ideal D = 0.9865
margin 2.5 decades: least D / ideal D = 0.9987
phase-modulus test, worst error: 4.4e-16
largest phase in that test: 2.581 rad
kernel integral: 2.302585; ln 10: 2.302585
quiet: loss-tangent ripple in band 1.1e-05 (relative)
quiet: k at fa, fm, fb: 2.51839 2.50000 2.48174
quiet: fall of k over the decade 0.03665
quiet: loss tangent at 1 Hz 0.4388, at 100 GHz 0.1471
lossy: loss-tangent ripple in band 1.1e-05 (relative)
lossy: k at fa, fm, fb: 2.51839 2.50000 2.48174
lossy: fall of k over the decade 0.03665
lossy: loss tangent at 1 Hz 1.1146, at 100 GHz 0.0985
Debye peak slope / flat-loss slope: 1.5708
loss tangent off by 0.002: fall changes 0.0073
leakage, 1e+12 ohm m: tangent 7.2e-06 at f1
expansion 2e-05 /K, 10 K warming: k changes -0.00135
water k 80, volume fraction 0.001: k changes 0.0068
water fraction that equals the fall: 0.0054
capacitor: 500 nm thick, 100 um square, C = 0.443 pF
series 10 ohm: added tangent 2.8e-05 at fm, 0.0278 at f2
test field at 0.1 V: 0.0020 MV/cm
\end{verbatim}
